# Counting the Occupied Subbands of a Thin Copper Film: test program

```python
"""Occupied subbands of a free-electron film between infinite walls.

Result under test: with Fermi wavevector kF and wall separation d, the number
of occupied subbands at zero temperature is floor(kF*d/pi); it is 21 for
kF = 1.36 per angstrom and d = 50 angstrom. Also tested: the count when the
electron density, not the Fermi level, is held at its bulk value.

Symbols: X = kF*d/pi; level n has energy (n*pi/d)**2/2 in atomic units;
x = (film Fermi wavevector)*(wall separation)/pi at fixed electron density.
Algebra is in atomic units; printed values are in eV and angstrom.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]  # eV

kf_A = 1.36      # per angstrom
d_A = 50.0       # angstrom
kf = kf_A * BOHR
d = d_A / BOHR
ef = kf**2 / 2


def grid_levels(width, count=32, points=4000):
    """Lowest levels of the box from a finite-difference Hamiltonian."""
    h = width / (points + 1)
    diagonal = np.full(points, 1 / h**2)
    off_diagonal = np.full(points - 1, -0.5 / h**2)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="i", select_range=(0, count - 1))


def areal_density(energy, levels):
    """Electrons per area when all subbands are filled up to energy."""
    return np.sum(np.clip(energy - levels, 0, None)) / math.pi


def fermi_from_grid(width, density_per_area):
    """Fermi energy and subband count by root search on grid levels."""
    levels = grid_levels(width)
    energy = brentq(lambda e: areal_density(e, levels) - density_per_area,
                    levels[0], levels[-1], xtol=1e-13)
    return energy, int(np.sum(levels < energy))


def fermi_closed_form(scaled_density):
    """Solve M*x^2 - M(M+1)(2M+1)/6 = scaled_density with M < x <= M+1."""
    for m in range(1, 200):
        x = math.sqrt((scaled_density + m * (m + 1) * (2 * m + 1) / 6) / m)
        if m < x <= m + 1:
            return x, m
    raise ValueError("no consistent subband count")


# Count at the given Fermi level: grid levels against the floor formula.
X = kf * d / math.pi
M = math.floor(X)
levels = grid_levels(d)
grid_count = int(np.sum(levels < ef))
assert grid_count == M == 21
exact_levels = (np.arange(1, 33) * math.pi / d)**2 / 2
assert np.allclose(levels, exact_levels, rtol=1e-4)  # grid error (k*h)^2/12

# The count must change by one at each multiple of pi/kF.
for m in range(2, 26):
    for shift in (-0.02, 0.02):
        width = (m + shift) * math.pi / kf
        found = int(np.sum(grid_levels(width, points=2000) < ef))
        assert found == math.floor(kf * width / math.pi)

# Areal density per subband: explicit count of plane waves in a large square.
side = 2000.0 / BOHR
counted_total = 0.0
for n in range(1, M + 1):
    k_parallel = math.sqrt(2 * (ef - exact_levels[n - 1]))
    radius = k_parallel * side / (2 * math.pi)
    i = np.arange(-math.floor(radius), math.floor(radius) + 1)
    states = np.sum(2 * np.floor(np.sqrt(radius**2 - i**2)) + 1)
    counted = 2 * states / side**2
    formula = (ef - exact_levels[n - 1]) / math.pi
    assert abs(counted / formula - 1) < 5e-3  # ragged edge of the disc
    counted_total += counted
assert abs(counted_total / areal_density(ef, exact_levels) - 1) < 1e-3

# Fixed electron density, walls d apart.
bulk_density = kf**3 / (3 * math.pi**2)
ef_grid, count_fixed = fermi_from_grid(d, bulk_density * d)
x_fixed, m_fixed = fermi_closed_form(2 * X**3 / 3)
ef_fixed = (math.pi * x_fixed / d)**2 / 2
assert count_fixed == m_fixed == 21
assert abs(ef_grid / ef_fixed - 1) < 1e-4

# Opening of subband 22 at fixed density, approached from both sides.
m_next = 22
X_open = (m_next * (m_next - 1) * (4 * m_next + 1) / 4)**(1 / 3)
d_open = X_open * math.pi / kf
for factor, expected in ((0.999, 21), (1.001, 22)):
    width = factor * d_open
    assert fermi_from_grid(width, bulk_density * width)[1] == expected

# Walls moved outward so that the Fermi level stays near its bulk value.
extra = 3 * math.pi / (4 * kf)
wide = d + extra
wide_levels = grid_levels(wide)
assert abs(areal_density(ef, wide_levels) / (bulk_density * d) - 1) < 1e-3
ef_wide, count_wide = fermi_from_grid(wide, bulk_density * d)
assert abs(ef_wide / ef - 1) < 2e-3
assert count_wide == math.floor(kf * wide / math.pi) == 22

E = exact_levels * HARTREE
EF = ef * HARTREE
EFIX = ef_fixed * HARTREE
print(f"Fermi wavevector kF: {kf_A:.2f} per angstrom")
print(f"wall separation d: {d_A:.1f} angstrom")
print(f"X = kF d/pi: {X:.3f}")
print(f"occupied subbands, floor(X): {M}")
print(f"occupied subbands, grid diagonalization: {grid_count}")
print(f"Fermi energy: {EF:.3f} eV")
print(f"Fermi energy, converted: {ef:.4f} hartree")
print(f"level 1: {E[0]:.4f} eV")
print(f"level 21: {E[20]:.3f} eV")
print(f"level 22: {E[21]:.3f} eV")
print(f"Fermi energy minus level 21: {EF - E[20]:.3f} eV")
print(f"level 22 minus Fermi energy: {E[21] - EF:.3f} eV")
print(f"thickness per new subband pi/kF: {math.pi / kf_A:.3f} angstrom")
print(f"window for 21, lower end: {21 * math.pi / kf_A:.2f} angstrom")
print(f"window for 21, upper end: {22 * math.pi / kf_A:.2f} angstrom")
print("Fixed electron density, walls d apart:")
print(f"bulk density: {bulk_density / BOHR**3:.5f} per cubic angstrom")
print(f"2 X^3/3: {2 * X**3 / 3:.1f}")
print(f"sum of n^2 for n = 1 to 21: {sum(n * n for n in range(1, 22))}")
print(f"x: {x_fixed:.3f}")
print(f"occupied subbands: {count_fixed}")
print(f"Fermi energy, closed form: {EFIX:.3f} eV")
print(f"Fermi energy, grid root search: {ef_grid * HARTREE:.3f} eV")
print(f"rise of Fermi energy: {EFIX - EF:.3f} eV")
print(f"level 22 minus Fermi energy: {E[21] - EFIX:.3f} eV")
print(f"X at which subband 22 opens: {X_open:.3f}")
print(f"thickness at which it opens: {d_open * BOHR:.2f} angstrom")
print(f"kF at which it opens for given d: "
      f"{X_open * math.pi / d_A:.4f} per angstrom")
print("Walls moved outward, electrons of the 50 angstrom film:")
print(f"added width 3 pi/(4 kF): {extra * BOHR:.3f} angstrom")
print(f"wall separation: {wide * BOHR:.3f} angstrom")
print(f"kF L/pi: {kf * wide / math.pi:.3f}")
print(f"Fermi energy: {ef_wide * HARTREE:.3f} eV")
print(f"occupied subbands: {count_wide}")
print("OK")
```

Printed output:

```
Fermi wavevector kF: 1.36 per angstrom
wall separation d: 50.0 angstrom
X = kF d/pi: 21.645
occupied subbands, floor(X): 21
occupied subbands, grid diagonalization: 21
Fermi energy: 7.047 eV
Fermi energy, converted: 0.2590 hartree
level 1: 0.0150 eV
level 21: 6.633 eV
level 22: 7.280 eV
Fermi energy minus level 21: 0.414 eV
level 22 minus Fermi energy: 0.233 eV
thickness per new subband pi/kF: 2.310 angstrom
window for 21, lower end: 48.51 angstrom
window for 21, upper end: 50.82 angstrom
Fixed electron density, walls d apart:
bulk density: 0.08496 per cubic angstrom
2 X^3/3: 6760.6
sum of n^2 for n = 1 to 21: 3311
x: 21.900
occupied subbands: 21
Fermi energy, closed form: 7.214 eV
Fermi energy, grid root search: 7.214 eV
rise of Fermi energy: 0.167 eV
level 22 minus Fermi energy: 0.066 eV
X at which subband 22 opens: 21.743
thickness at which it opens: 50.23 angstrom
kF at which it opens for given d: 1.3662 per angstrom
Walls moved outward, electrons of the 50 angstrom film:
added width 3 pi/(4 kF): 1.732 angstrom
wall separation: 51.732 angstrom
kF L/pi: 22.395
Fermi energy: 7.046 eV
occupied subbands: 22
OK
```
